# Convergence order of the Murray-Handy-Laming radial quadrature

## Radial points and the error they leave

In a density-functional calculation with a Gaussian basis, the exchange-correlation energy can be integrated on atom-centred grids. For each atom one must decide how many radial shells to use and at what length $R$ to centre them. Doubling the number of shells may reduce the radial error by a factor of 4, 16 or 64, depending on the integrand at the nucleus and far away. The Murray-Handy-Laming rule allows these factors to be derived.

After the angular integration, the radial task is

$$I=\int_0^\infty r^2 f(r)\,dr, \tag{1}$$

where $f$ contains the factor $4\pi$ if the original function is spherical. Unless stated otherwise, $f$ has a one-sided power series at $r=0$, is smooth for $r>0$, and decays exponentially together with all its derivatives. A nuclear cusp is allowed, because a term linear in $r$ belongs to such a series. In a molecule, $f$ is one atom's share of the integrand after partitioning and angular integration, and the results apply if that share meets these assumptions. A share cut out with Becke's weights, which depend on the distances to the other nuclei, is only finitely differentiable at the radii of those nuclei, so it does not meet them strictly.

### The map and the weights

We map $0<x<1$ onto $0<r<\infty$ by a rational function with three properties: its only finite zero is at $x=0$, of order $m$; its only finite pole is at $x=1$; and reflection of $x$ inverts the radius about $R$,

$$r(x)\,r(1-x)=R^2. \tag{2}$$

The first two properties leave $r=Cx^m/(1-x)^p$ with $C>0$. Then

$$r(x)r(1-x)=C^2x^{m-p}(1-x)^{m-p}.$$

This is constant only if $p=m$, and (2) then gives $C=R$. For $m=2$,

$$r=R\frac{x^2}{(1-x)^2}. \tag{3}$$

Since $r(1/2)=R$, half of the $x$ interval lies inside $R$. The choice $m=2$ is a compromise, not a consequence of (2). For general $m$, $d\ln r/dx=m/[x(1-x)]$, so a larger $m$ spreads the same number of points more thinly on a logarithmic scale. Its effect on the order is found below.

Differentiating (3) gives

$$\frac{dr}{dx}=R\left[\frac{2x}{(1-x)^2}+\frac{2x^2}{(1-x)^3}\right]
=\frac{2Rx}{(1-x)^3}, \tag{4}$$

because $2x(1-x)+2x^2=2x$. With $r^2=R^2x^4/(1-x)^4$, the integral becomes

$$I=\int_0^1g(x)\,dx,\qquad
g(x)=\frac{2R^3x^5}{(1-x)^7}\,f(r(x)). \tag{5}$$

Take $N$ equal intervals, $h=1/N$ and $x_i=i/N$. Both endpoint values of $g$ vanish, so the trapezoidal rule needs only the $N-1$ interior points:

$$Q_N=h\sum_{i=1}^{N-1}g(x_i)=\sum_{i=1}^{N-1}w_i f(r_i). \tag{6}$$

Inserting $x_i=i/N$ and $1-x_i=(N-i)/N$ gives

$$r_i=R\frac{i^2}{(N-i)^2},\qquad
w_i=\frac{2R^3}{N}\,\frac{i^5}{N^5}\,\frac{N^7}{(N-i)^7}
=\frac{2R^3N\,i^5}{(N-i)^7}. \tag{7}$$

The factor $r^2$ is already in $w_i$ and must not be supplied again.

### The Euler-Maclaurin formula

Define the Bernoulli polynomials by $B_0(t)=1$, $B_n'(t)=nB_{n-1}(t)$ and $\int_0^1B_n(t)\,dt=0$ for $n\ge1$. Thus $B_1(t)=t-\tfrac12$. For $n\ge2$ the endpoint values are equal, since their difference is $n\int_0^1B_{n-1}dt=0$. The polynomials $(-1)^nB_n(1-t)$ obey the same defining conditions, so they equal $B_n(t)$. For odd $n\ge3$ the endpoint values are therefore both equal and opposite, hence zero.

Write $B_n=B_n(0)$. Integrating the recursion gives $B_n(t)=\sum_{j=0}^n\binom nj B_jt^{n-j}$, and $B_n(1)=B_n(0)$ then requires $\sum_{j=0}^{n-1}\binom nj B_j=0$ for $n\ge2$. Starting from $B_0=1$, this yields

$$B_2=\tfrac16,\quad B_4=-\tfrac1{30},\quad B_6=\tfrac1{42},\quad
B_8=-\tfrac1{30},\quad B_{10}=\tfrac5{66}. \tag{8}$$

On one interval put $x=(j+t)h$ and $\phi(t)=g((j+t)h)$. Since $B_1'=1$, integration by parts gives

$$\frac{\phi(0)+\phi(1)}2-\int_0^1\phi\,dt=\int_0^1B_1\phi'\,dt. \tag{9}$$

Now use $B_1=B_2'/2$, then $B_2=B_3'/3$, then $B_3=B_4'/4$:

$$\begin{aligned}
\int_0^1B_1\phi'dt
&=\frac{B_2}{2!}\big[\phi'\big]_0^1-\frac1{2!}\int_0^1B_2(t)\phi''dt\\
&=\frac{B_2}{2!}\big[\phi'\big]_0^1+\frac1{3!}\int_0^1B_3(t)\phi'''dt\\
&=\frac{B_2}{2!}\big[\phi'\big]_0^1+\frac{B_4}{4!}\big[\phi'''\big]_0^1
-\frac1{4!}\int_0^1B_4(t)\phi^{(4)}dt.
\end{aligned}\tag{10}$$

The second line has no boundary term because $B_3(0)=B_3(1)=0$. Each further pair of integrations repeats this pattern.

Multiply by $h$, use $\phi^{(n)}=h^ng^{(n)}$, and add the intervals. Derivatives at interior points cancel between neighbours, leaving

$$\begin{aligned}
Q_N-I={}&\sum_{k=1}^K\frac{B_{2k}h^{2k}}{(2k)!}
\left[g^{(2k-1)}(1)-g^{(2k-1)}(0)\right]\\
&-\frac{h^{2K}}{(2K)!}\int_0^1B_{2K}(\{Nx\})\,g^{(2K)}(x)\,dx,
\end{aligned}\tag{11}$$

where $\{Nx\}$ is the fractional part of $Nx$. If $g^{(2K)}$ is continuous on $[0,1]$, the last term is $O(h^{2K})$. Only odd derivatives enter the endpoint sum, so a nonzero even derivative does not by itself limit the order.

### The two endpoints

Near $x=1$ let $u=1-x$. For $u\le1/2$ we have $x\ge1/2$, hence $r\ge R/(4u^2)$. Every derivative of $g$ is a finite sum of derivatives of $f$ multiplied by rational functions of $x$, which grow no faster than a power of $1/u$. If the derivatives of $f$ are bounded by constants times $e^{-ar}$ with $a>0$, each term is bounded by a constant times $u^{-s}e^{-aR/(4u^2)}$ for some $s$. This tends to zero, so all derivatives of $g$ vanish at $x=1$.

At the nucleus, expand both factors in (5):

$$\begin{aligned}
(1-x)^{-7}&=1+7x+28x^2+O(x^3),\\
f(r(x))&=f(0)+Rf'(0)x^2+O(x^3).
\end{aligned}$$

Their product gives

$$g(x)=2R^3\left\{f(0)x^5+7f(0)x^6+\left[28f(0)+Rf'(0)\right]x^7+O(x^8)\right\}. \tag{12}$$

A term $c_px^p$ with odd $p$ has $g^{(p)}(0)=p!\,c_p$. In (11) it contributes

$$-\frac{B_{p+1}}{(p+1)!}\,p!\,c_ph^{p+1}
=-\frac{B_{p+1}}{p+1}\,c_ph^{p+1}. \tag{13}$$

For $p=5$ the factor is $-(1/42)/6=-1/252$; for $p=7$ it is $+(1/30)/8=1/240$. The $x^6$ term contributes nothing. Taking $K=5$ in (11) bounds what remains:

$$Q_N-I=-\frac{R^3f(0)}{126N^6}
+\frac{R^3[28f(0)+Rf'(0)]}{120N^8}+O(N^{-10}). \tag{14}$$

If $f(0)\ne0$, the order is six: once the first term dominates, doubling $N$ divides the error by 64. The derivatives of orders one to four vanish at the nucleus, and the fifth is the first odd one that survives.

### When the order changes

Suppose that $f(r)=Ar^q[1+O(r)]$ with $A\ne0$ and integer $q\ge-2$, the bracket being a power series. Then $g$ starts as $2AR^{q+3}x^{2q+5}$, whose power is odd. Equation (13) gives

$$Q_N-I\simeq-\frac{2AR^{q+3}B_{2q+6}}{(2q+6)N^{2q+6}}. \tag{15}$$

A Coulomb factor $1/r$ thus lowers the order to four, while a function that vanishes as $r^2$ has order ten. For $f=r^qe^{-2r}$ with $R=1$, the orders measured between $N=160$ and 320 for $q=-2,-1,0,1,2$ are 2.000, 4.000, 5.999, 7.997 and 9.992.

For a general map power $m$, the same change of variable gives

$$g=mR^3\frac{x^{3m-1}}{(1-x)^{3m+1}}f(r(x)). \tag{16}$$

With $m=1$ the leading $x^2$ term is even and drops out. The next coefficient is $c_3=R^3[4f(0)+Rf'(0)]$, so the order is generally four. For $f=e^{-2r}$ and $R=2$ this coefficient is $8(4-4)=0$, and the measured order rises to 6.000. With $m=3$ the leading $x^8$ term drops out and $c_9=30R^3f(0)$ gives order ten. Counting vanishing derivatives without regard to parity would misjudge both maps.

A slowly decaying algebraic tail can also lower the order. Take $f=(1+r)^{-5}$ and $R=1$. Since $1+r=(u^2+x^2)/u^2$,

$$g=\frac{2x^5u^3}{(u^2+x^2)^5}=2u^3+O(u^4)\qquad(u\to0).$$

Because $d/dx=-d/du$, $g'''(1)=-12$. The $k=2$ term of (11) is then $(-1/30)(-12)/(24N^4)=1/(60N^4)$. The outer end now sets the order, although the nuclear end still has order six. More generally, a tail that starts as $r^{-s}$ with integer $s$ and has an expansion in $1/r$ gives $g\propto u^{2s-7}$ and an outer term of order $2s-6$. The order drops below six only for $s\le5$, and for $s\ge7$ the leading term of (14) is unchanged.

### The error beyond all powers

Equation (14) describes large $N$. It does not say how large $N$ must be. To examine this for $f\propto e^{-ar}$, write the Fourier coefficients of $g$ as $G_n=\int_0^1g(x)e^{2\pi inx}dx$. Summing the Fourier series over the grid leaves only coefficients whose index is a multiple of $N$. Since $G_0=I$ and $g$ is real,

$$Q_N-I=2\,\mathrm{Re}\sum_{k=1}^\infty G_{kN}. \tag{17}$$

The endpoint $x=0$ supplies the powers in (14). A saddle near $x=1$ supplies a further contribution. For $k=1$, set $A=aR$, $\kappa=2\pi N$ and $\Phi=\ln g+i\kappa x$. From $g\propto x^5(1-x)^{-7}e^{-Ax^2/(1-x)^2}$, the condition $\Phi'=0$ is

$$\frac5x+\frac7{1-x}-\frac{2Ax}{(1-x)^3}+i\kappa=0. \tag{18}$$

A quadratic expansion of $\Phi$ about the relevant root $x_s$ gives the leading saddle estimate

$$\Delta_N=2\,\mathrm{Re}\left[g(x_s)e^{i\kappa x_s}
\sqrt{\frac{2\pi}{-\Phi''(x_s)}}\right]. \tag{19}$$

For large $N$ the root lies at small $u$. Because $e^{i\kappa}=1$, the dominant exponent is $-A/u^2-i\kappa u$. It is stationary when $u^3=-2iA/\kappa$, whose roots have phases $\pi/2$, $-\pi/6$ and $-5\pi/6$. The path from $x=0$ to $x=1$ is moved into $\mathrm{Im}\,x>0$, that is $\mathrm{Im}\,u<0$, where $e^{i\kappa x}$ decays, and it must reach $u=0$ within $|\arg u|<\pi/4$, where $e^{-A/u^2}$ vanishes. Only $u=(2A/\kappa)^{1/3}e^{-i\pi/6}$ lies in this sector. The path crosses it heading towards $x=1$, which selects the principal branch of the square root in (19). There $i\kappa u=2A/u^2$, so the exponent is $-3A/u^2$. The real part of $1/u^2$ is $\tfrac12(\kappa/2A)^{2/3}$, which gives the leading exponential scale

$$\exp\left[-\tfrac32(aR)^{1/3}(\pi N)^{2/3}\right]. \tag{20}$$

This falls faster than any power of $1/N$, but slowly when $aR$ is small. Equation (20) assumes $N\gg aR$ and gives only the leading term of the logarithm of the saddle contribution. Since $-Ax^2/u^2=-A/u^2+2A/u-A$, the next term supplies a factor $\exp[\sqrt3\,A^{2/3}(\pi N)^{1/3}]$, which grows without bound, so (20) is not a numerical estimate at any $N$ and (18) and (19) are used for numbers.

### Hydrogen on the radial grid

Take the nonrelativistic hydrogen atom with a fixed point proton. In Rydberg atomic units lengths are in bohr, the kinetic operator is $-\nabla^2$ and the potential is $-2/r$. The ground-state density is $e^{-2r}/\pi$, so the norm has $f=4e^{-2r}$, with $f(0)=4$ and $f'(0)=-8$. For $R=1$ bohr, (14) becomes

$$Q_N-1\simeq-\frac4{126N^6}+\frac{104}{120N^8}, \tag{21}$$

since $28\times4-8=104$. At $N=80$ the two terms are $-1.2110\times10^{-13}$ and $+5.2\times10^{-16}$. Their sum, $-1.2058\times10^{-13}$, agrees with the actual error of $-1.2059\times10^{-13}$.

At smaller $N$ the result is different:

| $N$ | Actual norm error | Two power terms | Saddle term |
|---:|---:|---:|---:|
| 20 | $2.13\times10^{-7}$ | $-4.6\times10^{-10}$ | $1.93\times10^{-7}$ |
| 40 | $-9.87\times10^{-12}$ | $-7.62\times10^{-12}$ | $-2.23\times10^{-12}$ |
| 80 | $-1.21\times10^{-13}$ | $-1.21\times10^{-13}$ | $-1.3\times10^{-22}$ |

At $N=20$ the power law has the wrong sign and is far too small. The saddle term accounts for most of the error; adding both estimates leaves about 10% of the actual error unexplained. At $N=40$ the sum misses by about 0.2% of the actual error, or about 1% of the saddle term. At both values of $N$ the numerical check requires the unexplained part to be below 5% of the modulus of the complex saddle amplitude whose real part is (19).

The orbital is $\psi=e^{-r}/\sqrt\pi$, so $|\nabla\psi|^2=\psi^2$. The kinetic energy, $\int|\nabla\psi|^2d^3r=1$ Ry, therefore has the same numerical error as the norm. The attraction has $f=-8e^{-2r}/r$, hence $A=-8$ and $q=-1$ in (15). With $B_4/4=-1/120$, its leading error is

$$-2(-8)R^2\left(-\frac1{120}\right)\frac1{N^4}
=-\frac{2R^2}{15N^4}\ \text{Ry}, \tag{22}$$

with $R$ in bohr. The integral is used here only to show the effect of a Coulomb singularity. At $N=80$, $N^4=4.096\times10^7$ and (22) gives $-3.255\times10^{-9}$ Ry. The computed total energy is in error by $-3.252\times10^{-9}$ Ry, or $-4.42\times10^{-8}$ eV. The total lies below the true $-1$ Ry without contradicting the variational principle, which applies to exact integrals and not to their quadrature values.

### Choosing $R$ and $N$

The leading term of (14) grows as $R^3$, which suggests a small $R$. The non-power part pulls the other way at small $R$, as (20) indicates, though far more weakly than (20) alone would suggest and only while $N\gg aR$. For hydrogen at $N=20$ its amplitude falls by about 60 from $R=1$ to 4 bohr and is larger again at 16 bohr than at 8 bohr. The hydrogen norm errors show the competition:

| $R$ (bohr) | $N=20$ | $N=40$ | $N=160$ |
|---:|---:|---:|---:|
| 0.25 | $-1.7\times10^{-4}$ | $-1.4\times10^{-8}$ | $-3.0\times10^{-17}$ |
| 1 | $2.1\times10^{-7}$ | $-9.9\times10^{-12}$ | $-1.9\times10^{-15}$ |
| 2 | $-7.6\times10^{-8}$ | $-6.1\times10^{-11}$ | $-1.5\times10^{-14}$ |
| 4 | $1.3\times10^{-8}$ | $-4.9\times10^{-10}$ | $-1.2\times10^{-13}$ |

Among these four lengths, the smallest error occurs at $R=4$ bohr for $N=20$, at 1 bohr for $N=40$, and at 0.25 bohr for $N=160$. The entry for $R=4$ bohr and $N=20$ is partly an accident of cancellation: the two power terms of (14) give $-3.0\times10^{-8}$ there, so the actual $+1.3\times10^{-8}$ implies a non-power part of about $+4.3\times10^{-8}$, which the saddle estimate (19), evaluated with $A=8$, reproduces as $+4.25\times10^{-8}$. The columns $N=40$ and $N=160$ already show that no single $R$ is best for every grid size.

Tight core functions add a further demand. A normalized $s$ Gaussian $e^{-\alpha r^2}$ has the norm integrand

$$f(r)=4\pi\left(\frac{2\alpha}{\pi}\right)^{3/2}e^{-2\alpha r^2}. \tag{23}$$

Its leading norm error is proportional to $(R\sqrt\alpha)^3/N^6$. In the regime where (14) holds, a fixed error therefore requires $N\propto R^{1/2}\alpha^{1/4}$. For $\alpha=1000$ bohr$^{-2}$ and $R=1$ bohr, $f(0)=2.0185\times10^5$ bohr$^{-3}$. At $N=80$ the leading law gives $-201850.6/(126\times80^6)=-6.11\times10^{-9}$, against an actual error of $-6.08\times10^{-9}$. At $N=40$ it gives $-3.9\times10^{-7}$, against $-6.1\times10^{-7}$. The $N^{-8}$ term is only $+7\times10^{-9}$ there and cannot explain the difference; a contribution beyond all powers is a plausible cause, but it was not computed for this Gaussian.

A practical convergence test should therefore increase $N$ at fixed $R$ and look for the expected factor, 64 for an integrand that is finite and nonzero at the nucleus. A different factor means that the leading law has not yet taken over, that an assumption about $f$ fails (at an endpoint, or in its smoothness at some $r>0$, as when the cusp of another nucleus leaves a kink in $f$), or that another error, such as that of the angular grid, is limiting the result. For real exchange-correlation integrands the first two cases are common at ordinary grid sizes. For neon in the cc-pVDZ basis with $R=1$ bohr, the factor 64 sets in for LDA (VWN) and PBE only near $N=100$, where the error is already about $4\times10^{-10}$ hartree. For the Perdew-Zunger LDA and for SCAN it does not appear up to $N=400$, and for one atom's Becke share of the LDA energy of N$_2$ ($R=1.2$ bohr) it has not appeared by $N=200$. On coarser grids one can only watch the energy itself settle as $N$ grows.

## Computed values

```
Hydrogen: R = 1 bohr; density exp(-2r)/pi
N=20 radii 1, 10, 19 (bohr): 0.00277008 1.0 361.0
fifth derivative of g at x=0: 960.0
Euler-Maclaurin check, N=4: direct error, formula
0.09451701653 0.09451701653
N^6 norm error at N=320: -0.03173757
limit -4/126: -0.03174603
second coefficient at N=320: 0.8665945
limit 104/120: 0.8666667
f=r^q exp(-2r), R=1: q, measured order (N=160,320)
-2 1.99998
-1 3.99974
0 5.99885
1 7.99669
2 9.99245
f=exp(-2r): map power m, R (bohr), measured order
1 1 3.99999
1 2 6.00004
2 1 5.99885
3 1 9.99743
tail (1+r)^-5: N^4 error at N=320, limit 1/60: 0.0166658 0.0166667
Norm errors: N, actual, two power terms, saddle term
20 2.1292e-7 -4.6218e-10 1.9265e-7
40 -9.865e-12 -7.6183e-12 -2.2256e-12
80 -1.2059e-13 -1.2058e-13 -1.3489e-22
160 -1.8902e-15 -1.8902e-15 -8.3206e-39
1 Ry in eV: 13.60569312
Hydrogen energies (Ry): N, kinetic, attraction, total
20 1.00000021292 -2.00000153736 -1.00000132444
40 0.99999999999 -2.00000005188 -1.00000005189
80 1.0 -2.00000000325 -1.00000000325
N=80 total-energy error (Ry, eV): -3.25218e-9 -4.42482e-8
N=80 leading error -2/(15 N^4) (Ry): -3.25521e-9
Norm error against R (bohr): R, N=20, N=40, N=160
0.25 -0.00017455 -1.3641e-8 -2.9532e-17
1 2.1292e-7 -9.865e-12 -1.8902e-15
2 -7.5952e-8 -6.1005e-11 -1.5123e-14
4 1.255e-8 -4.8948e-10 -1.21e-13
Gaussian exponent (bohr^-2): 1000.0 ; R=1 bohr
f(0) (bohr^-3): 201850.6
Gaussian norm: N, actual error, leading N^-6 law
40 -6.13869e-7 -3.91111e-7
80 -6.08254e-9 -6.1111e-9
160 -9.53758e-11 -9.5486e-11
```
